\section*{EPR of substitutional nitrogen in diamond with field along [111]}

\section*{Question}

I am stuck on an exercise about the EPR spectrum of a single nitrogen atom replacing a carbon atom in diamond. The electron spin is $S=1/2$ and the $^{14}$N nucleus has $I=1$. The hyperfine coupling is axial, with $A_\parallel=114$ MHz along the defect axis and roughly $A_\perp=81$ MHz across it. The field is along $[111]$. I have to show that the outer lines lie at 114 MHz and about 85 MHz from the centre, and that there are five groups with intensities $1:3:4:3:1$.

Three things bother me. First, each electron level shifts by $\pm A/2$, so why is a line 114 MHz from the centre and not half of that? Second, for a tilted defect I took the projection $\mathbf n\cdot\mathsf A\cdot\mathbf n$ of the hyperfine tensor on the field direction. It also comes out near 85 MHz, but I am told this is not the right expression. Third, three nuclear states should give three lines, so where do five groups come from?

\section*{Answer}

Each defect does give three lines. The crystal contains defects with four different axes, and a field along $[111]$ divides them into one parallel set and three equally tilted sets. Two triplets with a common centre make five groups. The spacing of each triplet follows from the spin Hamiltonian.

\subsection*{Hamiltonian and assumptions}

I quote all energies as frequencies, that is, divided by $h$. Let $\mathbf n$ be the unit vector along the field and $\mathbf a$ the unit vector along the defect axis. With an isotropic $g$ factor,
\begin{equation}
\frac{H}{h}=\nu_e S_n+\mathbf S\cdot\mathsf A\cdot\mathbf I,
\qquad \nu_e=\frac{g\mu_B B}{h},
\end{equation}
where $S_n=\mathbf n\cdot\mathbf S$ and
\begin{equation}
\mathsf A=A_\perp\mathsf 1+(A_\parallel-A_\perp)\,\mathbf a\mathbf a^{T}.
\end{equation}
This tensor multiplies a vector along $\mathbf a$ by $A_\parallel$ and a vector across $\mathbf a$ by $A_\perp$. The nuclear Zeeman and quadrupole terms are left out here and are restored below. Hyperfine coupling to $^{13}$C nuclei is left out throughout.

The main condition is $\nu_e\gg A_\parallel,A_\perp$. At 0.35 T and $g\approx2.0$, $\nu_e$ is about 9.8 GHz, so it is well satisfied. Leaving out the nuclear Zeeman term also requires its frequency, about 1.1 MHz at this field, to be small compared with half the hyperfine coupling, about 40 MHz. For the arithmetic below I set $g=2.0$ exactly, which gives $\nu_e=9797$ MHz; the last digits belong to this choice and not to the real defect.

\subsection*{Why the projection is not the right coupling}

Choose unit vectors $\mathbf e_x,\mathbf e_y$ perpendicular to $\mathbf n$. Since $\mathsf A$ is symmetric, the hyperfine term can be written
\begin{equation}
\mathbf S\cdot\mathsf A\cdot\mathbf I
=S_n(\mathsf A\mathbf n)\cdot\mathbf I
+S_x(\mathsf A\mathbf e_x)\cdot\mathbf I
+S_y(\mathsf A\mathbf e_y)\cdot\mathbf I .
\label{split}
\end{equation}
The operators $S_x$ and $S_y$ connect the two electron states, which are about $\nu_e$ apart. Their effect on the energies is therefore of order $A^2/\nu_e$, and to first order they can be dropped.

The first term must be kept whole. It contains nuclear operators perpendicular to the field, but these connect nuclear states belonging to the same electron state. Without the hyperfine coupling those states are degenerate, so no large energy difference suppresses the mixing. Your projection keeps the component of $\mathsf A\mathbf n$ along $\mathbf n$ and discards the rest, and that step is not justified by a large $\nu_e$.

Define the length and direction of $\mathsf A\mathbf n$:
\begin{equation}
A_{\rm eff}=|\mathsf A\mathbf n|,\qquad
\mathbf u=\frac{\mathsf A\mathbf n}{A_{\rm eff}} .
\end{equation}
The first-order Hamiltonian is then
\begin{equation}
\frac{H_1}{h}=\nu_eS_n+A_{\rm eff}S_nI_u,\qquad I_u=\mathbf u\cdot\mathbf I .
\label{first}
\end{equation}
The nuclear spin is quantized along $\mathbf u$, which for a tilted defect is neither the field direction nor the defect axis.

To find $A_{\rm eff}$, let $\theta$ be the angle between $\mathbf n$ and $\mathbf a$, and write $\mathbf n=\cos\theta\,\mathbf a+\sin\theta\,\mathbf b$ with $\mathbf b$ a unit vector perpendicular to $\mathbf a$. Then
\begin{align}
\mathsf A\mathbf n&=A_\parallel\cos\theta\,\mathbf a+A_\perp\sin\theta\,\mathbf b,\\
A_{\rm eff}^2&=A_\parallel^2\cos^2\theta+A_\perp^2\sin^2\theta .
\label{aeff}
\end{align}

The projection is $\mathbf n\cdot\mathsf A\cdot\mathbf n=A_\parallel\cos^2\theta+A_\perp\sin^2\theta$. With $c=\cos\theta$ and $s=\sin\theta$, the difference of the squares is
\begin{align}
A_{\rm eff}^2-(\mathbf n\cdot\mathsf A\cdot\mathbf n)^2
&=A_\parallel^2c^2(1-c^2)+A_\perp^2s^2(1-s^2)-2A_\parallel A_\perp c^2s^2\nonumber\\
&=c^2s^2(A_\parallel-A_\perp)^2 .
\end{align}
The error is quadratic in the anisotropy. That is why your value came out close here, although the expression would fail for a strongly anisotropic coupling.

\subsection*{Why the offset is $A$ and not $A/2$}

The eigenvalues of \eqref{first} are
\begin{equation}
\frac{E(m_S,m_I)}{h}=m_S\left(\nu_e+A_{\rm eff}m_I\right),
\quad m_S=\pm\tfrac12,\quad m_I=-1,0,1 .
\end{equation}
An EPR line is a difference of two levels. The microwave field is perpendicular to $\mathbf n$ and acts on the electron spin; its much weaker action on the nuclear moment is neglected. Both electron states have the same nuclear axis $\mathbf u$, so for a microwave field along $\mathbf e_x$
\begin{equation}
\langle +\tfrac12,m_I|S_x|-\tfrac12,m_I'\rangle=\tfrac12\,\delta_{m_Im_I'} .
\label{moment}
\end{equation}
The nuclear state is unchanged, and the line frequency is
\begin{align}
\nu(m_I)&=\tfrac12(\nu_e+A_{\rm eff}m_I)-\left[-\tfrac12(\nu_e+A_{\rm eff}m_I)\right]\nonumber\\
&=\nu_e+A_{\rm eff}m_I .
\label{lines}
\end{align}
For $m_I=1$ the upper level moves up by $A_{\rm eff}/2$ and the lower level moves down by $A_{\rm eff}/2$. The two halves add, so the line lies a full $A_{\rm eff}$ from the centre. Reversing the overall sign of the coupling interchanges $m_I=1$ and $m_I=-1$ and leaves the first-order pattern unchanged.

\subsection*{The four defect axes}

The nitrogen atom has four carbon neighbours, and one of the four N--C bonds is elongated. That bond is the symmetry axis of the defect. The possible axes are
\begin{equation}
\frac{[1\,1\,1]}{\sqrt3},\quad
\frac{[1\,\bar1\,\bar1]}{\sqrt3},\quad
\frac{[\bar1\,1\,\bar1]}{\sqrt3},\quad
\frac{[\bar1\,\bar1\,1]}{\sqrt3}.
\end{equation}
With $\mathbf n=[111]/\sqrt3$, the first gives $\cos\theta=(1+1+1)/3=1$. Each of the others gives $\cos\theta=(1-1-1)/3=-1/3$. The sign does not matter, because \eqref{aeff} contains $\cos^2\theta$. A tilted axis, taken as a line without a sense, makes an angle of $70.53^\circ$ with the field.

For the parallel site $A_{\rm eff}=A_\parallel$. For each of the three oblique sites $\cos^2\theta=1/9$ and $\sin^2\theta=8/9$, so
\begin{equation}
A_{\rm ob}=\sqrt{\frac{A_\parallel^2+8A_\perp^2}{9}} .
\label{aob}
\end{equation}
The numbers are
\begin{align}
A_{\rm ob}&=\sqrt{\frac{114^2}{9}+\frac{8\times81^2}{9}}\ \text{MHz}\nonumber\\
&=\sqrt{1444+5832}\ \text{MHz}=85.3\ \text{MHz}.
\end{align}
The value $A_\perp\approx81$ MHz is a rough measured size. Taking 80 or 82 MHz instead gives 84.5 or 86.1 MHz, so ``about 85 MHz'' is as much as this input supports. The outer offset, 114 MHz, does not depend on $A_\perp$ in first order; it is the value of $A_\parallel$ supplied by the exercise, used here as given.

\subsection*{Counting the intensities}

Three conditions make all the individual lines equally strong. The four axes must be equally populated. The three nuclear states must be equally populated, which holds when their splittings are small compared with $k_BT/h$. The transition moment must be the same for every line, which follows from \eqref{moment} and the isotropic $g$ factor. I also assume that no line is saturated.

The parallel site contributes one line at each of $-A_\parallel,0,+A_\parallel$. The three oblique sites together contribute three lines at each of $-A_{\rm ob},0,+A_{\rm ob}$. The central lines coincide in first order, because $m_I=0$ removes the hyperfine shift whatever the orientation:
\begin{center}
\begin{tabular}{lccccc}
Offset & $-A_\parallel$ & $-A_{\rm ob}$ & 0 & $A_{\rm ob}$ & $A_\parallel$\\
Parallel site & 1 & 0 & 1 & 0 & 1\\
Oblique sites & 0 & 3 & 3 & 3 & 0\\
Sum & 1 & 3 & 4 & 3 & 1
\end{tabular}
\end{center}
The sum is twelve lines, as it must be for four sites with three lines each. The ratio refers to integrated absorption. Peak heights follow it if all groups have the same line shape and width and are separated well enough that their overlap is negligible.

\subsection*{Two cases that give three groups}

If the coupling were isotropic, $A_\parallel=A_\perp=A$, equation \eqref{aeff} would give $A_{\rm eff}=A$ for every axis. The four triplets would coincide in first order and form three groups of four lines.

The same count results if the real, anisotropic defect is placed in a field along $[001]$. Each axis then has $\cos^2\theta=1/3$, and
\begin{equation}
A_{001}=\sqrt{\frac{A_\parallel^2+2A_\perp^2}{3}}=93.3\ \text{MHz}
\end{equation}
for all four sites. Diagonalizing the full Hamiltonian confirms three groups of four lines in both cases. The five groups therefore need two ingredients: an anisotropic coupling, and a field direction that makes the sites inequivalent. These are necessary but do not fix the pattern: a field along $[110]$ gives five groups in the ratio $2:2:4:2:2$, a field along $[112]$ gives seven groups, and a general direction gives nine.

\subsection*{How large are the neglected hyperfine terms?}

The last two terms of \eqref{split} can be treated by second-order perturbation theory. Write $h_x=(\mathsf A\mathbf e_x)\cdot\mathbf I$, $h_y=(\mathsf A\mathbf e_y)\cdot\mathbf I$ and $h_\pm=h_x\pm ih_y$. Since $\langle+|S_x|-\rangle=1/2$ and $\langle+|S_y|-\rangle=-i/2$, the coupling from the lower to the upper electron state is $h_-/2$, and the reverse coupling is $h_+/2$. With energy denominator $\nu_e$, the upper level is pushed up and the lower level down:
\begin{equation}
\delta E_+/h=\frac{\langle h_-h_+\rangle}{4\nu_e},\qquad
\delta E_-/h=-\frac{\langle h_+h_-\rangle}{4\nu_e}.
\end{equation}
The averages are taken in the nuclear state $m_I$ along $\mathbf u$. In the difference the commutators of $h_x$ and $h_y$ cancel, which leaves
\begin{equation}
\delta\nu(m_I)=\frac{\langle h_x^2+h_y^2\rangle}{2\nu_e}.
\label{second}
\end{equation}
This is not negative, so every line moves up or stays where it is.

For the parallel site $h_x=A_\perp I_x$ and $h_y=A_\perp I_y$. Using $I_x^2+I_y^2=I(I+1)-I_n^2$ with $I=1$,
\begin{equation}
\delta\nu(m_I)=\frac{A_\perp^2}{2\nu_e}(2-m_I^2).
\end{equation}
The two outer lines both shift by $81^2/(2\times9797)=0.33$ MHz, so their separation is unaffected at this order. The central line shifts by twice as much, 0.67 MHz.

For the central line of an oblique site, $m_I=0$ along $\mathbf u$. In this state the component of $\mathbf I$ along $\mathbf u$ gives zero, and the mean square of any perpendicular component is 1. Hence $\langle(\mathbf v\cdot\mathbf I)^2\rangle=|\mathbf v|^2-(\mathbf u\cdot\mathbf v)^2$ for any vector $\mathbf v$. Set $\mathbf v=\mathsf A\mathbf e_x$ and $\mathbf v=\mathsf A\mathbf e_y$, and add. Because $\mathbf e_x,\mathbf e_y,\mathbf n$ form a complete set,
\begin{align}
\langle h_x^2+h_y^2\rangle
&=\left(\operatorname{tr}\mathsf A^2-|\mathsf A\mathbf n|^2\right)
-\left[|\mathsf A\mathbf u|^2-(\mathbf n\cdot\mathsf A\mathbf u)^2\right]\nonumber\\
&=\operatorname{tr}\mathsf A^2-|\mathsf A\mathbf u|^2 .
\end{align}
The second line uses $\mathbf n\cdot\mathsf A\mathbf u=(\mathsf A\mathbf n)\cdot\mathbf u=A_{\rm eff}=|\mathsf A\mathbf n|$. Since $\mathsf A\mathbf u=\mathsf A^2\mathbf n/A_{\rm eff}$, the shift is
\begin{equation}
\delta\nu(0)=\frac{1}{2\nu_e}\left[A_\parallel^2+2A_\perp^2
-\frac{1444A_\parallel^2+5832A_\perp^2}{7276}\right],
\end{equation}
where $1444$, $5832$ and $7276=1444+5832$ are the squares, in MHz$^2$, met in the calculation of $A_{\rm ob}$. This gives 0.93 MHz. It agrees with the largest hyperfine correction found by diagonalization, 0.933 MHz at 0.35 T. At 3.5 T that correction falls to 0.0933 MHz, as the factor $1/\nu_e$ requires.

\subsection*{Quadrupole and nuclear Zeeman terms}

These terms act on the nucleus alone. For a given $m_I$ their diagonal elements are the same in both electron states, so they cancel from the line frequency in first order. At 0.35 T their off-diagonal elements leave only small traces at the oblique sites.

Take the quadrupole term as $P(I_a^2-2/3)$, with the rough size $P\approx-4$ MHz, and let $\alpha$ be the angle between $\mathbf a$ and $\mathbf u$. The matrix element between $m_I=1$ and $0$ has size $|P\cos\alpha\sin\alpha|/\sqrt2$, and that between $1$ and $-1$ has size $|P|\sin^2\alpha/2$. The corresponding level spacings are $A_{\rm ob}/2$ and $A_{\rm ob}$. In the upper electron state $m_I=1$ is the highest nuclear level and is pushed up; in the lower electron state it is the lowest and is pushed down. The line moves outward by
\begin{equation}
\frac{2P^2}{A_{\rm ob}}\left(\cos^2\alpha\sin^2\alpha+\frac{\sin^4\alpha}{4}\right).
\end{equation}
The $m_I=-1$ line moves outward by the same amount on the other side. From the components of $\mathsf A\mathbf n$, $\cos^2\alpha=1444/7276$ and $\sin^2\alpha=5832/7276$, which gives 0.12 MHz.

The level order is reversed between the two electron states, so the quadrupole mixing has opposite sign in them. Nuclear states with different labels then overlap slightly, and lines that change $m_I$ gain a strength of order $(P/A_{\rm ob})^2$.

\subsection*{Comparison with the full Hamiltonian}

The numerical output lists the groups obtained by diagonalizing all six levels for each site, with the quadrupole and nuclear Zeeman terms included (nuclear $g$ factor roughly 0.40). The inputs are treated as exact, so the decimals quoted here test the perturbation theory against the model; they are finer than the rough inputs allow for the real crystal. The groups were identified from the gaps between the strong lines, without using \eqref{aob}. They contain 1, 3, 4, 3 and 1 lines, with areas 1.000, 2.985, 3.983, 2.989 and 1.000. The missing area, 0.35 percent of the total, is in the weak lines that change the nuclear state.

The outermost lines lie at $-113.66$ and $+114.33$ MHz. The asymmetry is the common upward shift of 0.33 MHz derived above, and half their separation is 114.00 MHz. Half the separation of the inner pair is 85.42 MHz, against 85.3 MHz in first order; the quadrupole shift accounts for the difference. The central group is centred at 0.89 MHz and spread over 0.29 MHz, so its four lines do not coincide perfectly. They appear as one line if the linewidth is well above this spread.

\subsection*{If your spectrum is swept in field}

At a fixed microwave frequency $\nu$, resonance in first order requires $g\mu_BB/h+A_{\rm eff}m_I=\nu$, so
\begin{equation}
B(m_I)=\frac{h}{g\mu_B}\left(\nu-A_{\rm eff}m_I\right).
\end{equation}
The order of the lines is reversed, but the pattern is the same. The offsets of 114 and 85.3 MHz become 4.07 and 3.05 mT, and solving for the resonance fields of the full Hamiltonian gives the same values to this precision.

\subsection*{When the five groups are lost}

The pairs at 114 and 85.3 MHz are about 29 MHz apart, so broader lines merge them. The elongated bond must also stay in place long enough: if it moves among the four directions at a rate comparable with the line separations, the sites no longer have separate spectra. At low field, where $\nu_e$ is comparable with $A_\parallel$, the first-order levels themselves fail. The pattern is also disturbed in a range of high fields. Near 14 T the nuclear Zeeman frequency equals $A_{\rm ob}/2$, and the oblique triplets are distorted, with strong extra lines. Far above that field the nuclear spin is quantized along the field, and the projection $\mathbf n\cdot\mathsf A\cdot\mathbf n$ becomes the right coupling. In this model the five groups then return, and the offset of the inner pair approaches 84.7 MHz (84.5 MHz at 30 T, 84.6 MHz at 50 T). This relies on a strictly isotropic $g$ factor. A difference of only $2\times10^{-5}$ between $g$ along and across the defect axis would displace the parallel triplet from the oblique ones by about 12 MHz at 50 T, so a real crystal need not show a common centre at such fields.

Misalignment acts differently on the two kinds of site. Differentiating \eqref{aeff} gives
\begin{equation}
\frac{dA_{\rm eff}}{d\theta}
=-\frac{(A_\parallel^2-A_\perp^2)\sin\theta\cos\theta}{A_{\rm eff}} .
\end{equation}
This vanishes at $\theta=0$, so the outermost lines are insensitive to a small tilt of the field; at 0.35 T a tilt of $1^\circ$ moves them by 0.01 MHz. This holds while the nuclear Zeeman frequency is small compared with $A_\parallel/2$. Near 17 and 20 T, where it equals $A_\parallel/2\mp|P|$, the same tilt strongly mixes the nuclear states of the parallel site. It does not vanish for the oblique sites. A small tilt generally changes their three angles by different amounts, and each group of three then begins to split.

\section*{Computed results}
\begin{verbatim}
Input A_par: 114 MHz; A_perp (rough): 81 MHz
Input quadrupole parameter (rough): -4 MHz
Input g (rough): 2.0; nuclear g (rough): 0.40
Chosen field: 0.35 T
Electron Zeeman frequency: 9797 MHz
Nuclear Zeeman frequency: 1.07 MHz
cos^2 for the four sites, field [111]: [1.     0.1111 0.1111 0.1111]
Oblique angle: 70.53 degrees
A_par^2/9: 1444 MHz^2
8 A_perp^2/9: 5832 MHz^2
First-order oblique offset A_ob: 85.3 MHz
A_ob if A_perp = 80 MHz: 84.5 MHz
A_ob if A_perp = 82 MHz: 86.1 MHz
Full Hamiltonian, groups in order of frequency:
  offset  -113.66 MHz, lines 1, area 1.000, spread 0.00 MHz
  offset   -84.94 MHz, lines 3, area 2.985, spread 0.00 MHz
  offset     0.89 MHz, lines 4, area 3.983, spread 0.29 MHz
  offset    85.90 MHz, lines 3, area 2.989, spread 0.00 MHz
  offset   114.33 MHz, lines 1, area 1.000, spread 0.00 MHz
Half separation, outer pair: 114.00 MHz
Half separation, inner pair: 85.42 MHz
Fraction of strength in weak lines: 0.35 percent
Largest hyperfine correction at 0.35 T: 0.933 MHz
Largest hyperfine correction at 3.5 T: 0.0933 MHz
Lines per group, isotropic coupling: [4, 4, 4]
Lines per group, field [001]: [4, 4, 4]
First-order offset, field [001]: 93.3 MHz
Outer offset in field units, first order: 4.07 mT
Inner offset in field units, first order: 3.05 mT
Outer offset, full field sweep: 4.07 mT
Inner offset, full field sweep: 3.05 mT
\end{verbatim}
